\section*{Phase Smearing in Quantum Oscillations and What Spin Zeros Determine}

\section{The phase of a level ladder}

\textbf{Q.} Heat, scattering and spin splitting are different pieces of physics. Yet each is said to multiply the amplitude of a quantum oscillation by its own factor. Why should one argument cover all three?

\textbf{A.} Because each of them averages the same periodic function over a spread of energies. Let me first construct that function. Take a layer with a parabolic band, an effective mass $m^*$ and a magnetic field $B$ along its normal. With $\omega_c=eB/m^*$ and $e>0$, the orbital levels are $E_n=(n+\tfrac12)\hbar\omega_c$, each holding $eB/h$ states per area and spin. The density of states per area and spin is
\begin{equation}
D(E)=\frac{eB}{h}\sum_{n\ge0}\delta(E-E_n).
\end{equation}
Put $x=E/\hbar\omega_c$. Far above the band bottom we may extend the ladder to negative $n$, since those levels lie far away. Poisson summation then gives
\begin{align}
\sum_{n=-\infty}^{\infty}\delta(x-n-\tfrac12)
&=\sum_{p=-\infty}^{\infty}e^{2\pi ip(x-1/2)}\nonumber\\
&=1+2\sum_{p=1}^{\infty}(-1)^p\cos(2\pi px),
\end{align}
because $e^{-i\pi p}=(-1)^p$ and the terms $\pm p$ combine into a cosine. Changing from $E$ to $x$ in the delta function brings a factor $1/\hbar\omega_c$, and $(eB/h)/(\hbar\omega_c)=m^*/(2\pi\hbar^2)$. Hence
\begin{equation}
D(E)=\frac{m^*}{2\pi\hbar^2}\left[1+2\sum_{p\ge1}(-1)^p
\cos\frac{2\pi pE}{\hbar\omega_c}\right].
\label{dos}
\end{equation}
At the chemical potential $\mu$ the phase is $2\pi pF/B$, with $F=m^*\mu/(\hbar e)$. An energy shift $\varepsilon$ changes it by $2\pi p\varepsilon/\hbar\omega_c$. One level spacing is one full cycle of the fundamental.

\textbf{Q.} That used a parabola. Real bands are not parabolic.

\textbf{A.} For a general closed orbit of area $A(E)$ in wave-vector space, semiclassical quantization gives $F(E)=\hbar A(E)/(2\pi e)$, and the cyclotron mass is defined by $m^*=(\hbar^2/2\pi)\,dA/dE$. Therefore
\begin{equation}
\frac{dF}{dE}=\frac{\hbar}{2\pi e}\,\frac{2\pi m^*}{\hbar^2}
=\frac{m^*}{\hbar e},
\end{equation}
and the phase shift $2\pi p\,\varepsilon\,(dF/dE)/B$ is again $2\pi p\varepsilon/\hbar\omega_c$. This is first order in $\varepsilon$, so the mass must vary little over the energy range being averaged.

\textbf{Q.} And what does averaging do to the cosine?

\textbf{A.} Let $P(\varepsilon)$ be an even, normalized distribution of shifts, and write $k=2\pi p/\hbar\omega_c$. Then
\begin{align}
\int P(\varepsilon)\cos[k(\mu+\varepsilon)]\,d\varepsilon
&=\cos k\mu\int P\cos k\varepsilon\,d\varepsilon
-\sin k\mu\int P\sin k\varepsilon\,d\varepsilon\nonumber\\
&=\tilde P(k)\cos k\mu,\qquad
\tilde P(k)=\int P(\varepsilon)\cos k\varepsilon\,d\varepsilon .
\label{lemma}
\end{align}
The sine integral vanishes because $P$ is even. The frequency and phase survive, and the amplitude is multiplied by a Fourier transform. A second independent smearing acts on the result in the same way, so successive convolutions multiply their transforms.

\section{Heat}

\textbf{Q.} Temperature changes occupations, not levels. Where is the convolution?

\textbf{A.} It is in the response to $\mu$. The density is $n=\int D(E)f(E-\mu)\,dE$, and $\partial f/\partial\mu=-\partial f/\partial E$, so
\begin{equation}
\frac{\partial n}{\partial\mu}=\int D(E)
\left(-\frac{\partial f}{\partial E}\right)dE .
\end{equation}
The weight is even about $\mu$ and integrates to one. With $y=\varepsilon/k_BT$ and $\kappa=kk_BT$, its transform is
\begin{equation}
I=\int_{-\infty}^{\infty}\frac{e^{i\kappa y}}{4\cosh^2(y/2)}\,dy .
\end{equation}
Compare the integral along the real line with that along the line $y+2\pi i$. The denominator is the same on both, and the numerator gains $e^{-2\pi\kappa}$. Between the lines lies one pole, at $y=i\pi$. Setting $y=i\pi+\eta$ gives $\cosh^2(y/2)=-\sinh^2(\eta/2)\simeq-\eta^2/4$, so the integrand is $-e^{-\pi\kappa}(1+i\kappa\eta+\dots)/\eta^2$, with residue $-i\kappa e^{-\pi\kappa}$. Thus
\begin{equation}
I\,(1-e^{-2\pi\kappa})=2\pi i\,(-i\kappa e^{-\pi\kappa})
=2\pi\kappa e^{-\pi\kappa}.
\end{equation}
Dividing, and using $1-e^{-2\pi\kappa}=2e^{-\pi\kappa}\sinh\pi\kappa$, we find
\begin{equation}
R_T=\frac{X}{\sinh X},\qquad
X=\pi\kappa=\frac{2\pi^2pk_BT}{\hbar\omega_c}.
\end{equation}
For small $X$ this is $1-X^2/6$; for large $X$ it is $2Xe^{-X}$. The factor $2\pi^2\simeq20$ explains why oscillations fade while $k_BT$ is still well below the level spacing.

\section{Finite lifetime}

\textbf{Q.} Scattering is a process in time. Why treat it as a static spread of energies?

\textbf{A.} Suppose the amplitude of a state decays as $e^{-t/2\tau}$, so that its probability decays as $e^{-t/\tau}$. The spectral weight at distance $\varepsilon$ from the level is
\begin{equation}
L(\varepsilon)=\frac{1}{\pi\hbar}\,\mathrm{Re}\int_0^\infty
e^{i\varepsilon t/\hbar-\Gamma t/\hbar}\,dt
=\frac{1}{\pi}\,\mathrm{Re}\,\frac{1}{\Gamma-i\varepsilon}
=\frac{1}{\pi}\frac{\Gamma}{\varepsilon^2+\Gamma^2},
\end{equation}
with half-width $\Gamma=\hbar/2\tau$. For $k>0$, close the contour in the upper half-plane around the pole at $i\Gamma$:
\begin{equation}
\int L(\varepsilon)e^{ik\varepsilon}d\varepsilon
=2\pi i\,\frac{\Gamma}{\pi}\,\frac{e^{-k\Gamma}}{2i\Gamma}=e^{-k\Gamma}.
\end{equation}
Inserting $k$ and $\Gamma$, and defining the Dingle temperature by $\Gamma=\pi k_BT_D$, we have
\begin{equation}
R_D=e^{-2\pi p\Gamma/\hbar\omega_c}=e^{-\pi p/\omega_c\tau}
=e^{-2\pi^2pk_BT_D/\hbar\omega_c}.
\end{equation}

\textbf{Q.} So the exponential form is an assumption about the line shape?

\textbf{A.} Yes: a Lorentzian whose width does not depend on energy or field. A Gaussian of standard deviation $\sigma$ has the transform $e^{-k^2\sigma^2/2}$, hence the factor $\exp[-2\pi^2p^2\sigma^2/(\hbar\omega_c)^2]$. If $\sigma$ does not depend on field, the logarithm goes as $p^2/B^2$ instead of $p/B$.

\textbf{Q.} If $T_D=T$, should the two reductions be equal?

\textbf{A.} No. They then share the same $X$, but $X/\sinh X$ differs from $e^{-X}$. The thermal factor starts quadratically because the thermal weight has a finite variance. The Lorentzian has none, and its transform starts linearly. The name ``temperature'' for $T_D$ merely expresses a level width in convenient units.

\section{Spin splitting}

\textbf{Q.} Two spin species do not form a continuous spread.

\textbf{A.} They need not. A Zeeman splitting $\Delta=g\mu_BB$ moves the ladders by $\pm\Delta/2$. The average over spin is a convolution with two delta functions,
\begin{equation}
P_S(\varepsilon)=\tfrac12\left[\delta(\varepsilon-\tfrac{\Delta}{2})
+\delta(\varepsilon+\tfrac{\Delta}{2})\right],\qquad
\tilde P_S=\cos\frac{k\Delta}{2}.
\end{equation}
With $\mu_B=e\hbar/2m_e$, the splitting in units of the level spacing is
\begin{equation}
\frac{\Delta}{\hbar\omega_c}
=g\,\frac{e\hbar B}{2m_e}\,\frac{m^*}{\hbar eB}
=\frac{s}{2},\qquad s=\frac{gm^*}{m_e}.
\end{equation}
Therefore $k\Delta/2=\pi p\,(s/2)$ and
\begin{equation}
R_S=\cos\frac{\pi ps}{2}.
\end{equation}
Unlike the other two factors, this one can change sign: it describes interference of two phases.

\textbf{Q.} Give me a case where the product could fail.

\textbf{A.} Choose a model layered metal with $F=1000$~T, $B=20$~T, $m^*=1.5\,m_e$, $g=2.4$ and $T=T_D=1$~K. Then $F/B=50$, $s=2.4\times1.5=3.6$, $\hbar\omega_c=1.5436$~meV and $k_BT=0.08617$~meV. For $p=1$,
\begin{align}
X&=2\pi^2\,\frac{0.08617}{1.5436}=1.102,\nonumber\\
R_T&=0.823,\qquad R_D=e^{-1.102}=0.332,\nonumber\\
R_S&=\cos(1.8\pi)=0.809,\qquad R_TR_DR_S=0.2212 .
\end{align}
The independent calculation places a Lorentzian on every Zeeman-split level, averages the sum with the thermal weight, and projects out the first harmonic over one period. It also gives 0.2212. For $p=2$ both routes give 0.0168. The agreement was tested for both harmonics at three field directions.

\section{From density of states to magnetization}

\textbf{Q.} Suppose an experiment measures magnetization. You have only treated $\partial n/\partial\mu$.

\textbf{A.} The grand potential per area obeys $\partial\Omega/\partial\mu=-n$, so $\partial^2\Omega/\partial\mu^2=-\partial n/\partial\mu$. Summing Eq.~(\ref{dos}) over both spins and including $R=R_TR_DR_S$ gives
\begin{equation}
\left(\frac{\partial n}{\partial\mu}\right)_{\rm osc}
=\frac{2m^*}{\pi\hbar^2}\sum_{p\ge1}(-1)^pR\cos\frac{2\pi p\mu}{\hbar\omega_c}.
\end{equation}
Two integrations of the cosine over $\mu$ give $-(\hbar\omega_c/2\pi p)^2$ times the cosine. That minus sign cancels the one in $-\partial n/\partial\mu$:
\begin{equation}
\Omega_{\rm osc}=\frac{m^*\omega_c^2}{2\pi^3}
\sum_{p\ge1}\frac{(-1)^p}{p^2}R\cos\frac{2\pi pF}{B}.
\label{omega}
\end{equation}
The integration constants belong to the smooth part. Now take $M=-\partial\Omega/\partial B$ at fixed $\mu$. The rapidly varying phase gives $\partial_B\cos(2\pi pF/B)=(2\pi pF/B^2)\sin(2\pi pF/B)$, and $\omega_c^2/B^2=e^2/m^{*2}$. To leading order in $B/F$,
\begin{equation}
M_{\rm osc}=-\frac{e^2F}{\pi^2m^*}\sum_{p\ge1}
\frac{(-1)^p}{p}R\sin\frac{2\pi pF}{B}.
\end{equation}
The same factors appear. Derivatives of the prefactor and of $R$ have been dropped. In the example without lifetime broadening, direct differentiation of the level sum, with its smooth part removed, differs from this formula by less than 0.8\% of the formula's peak value.

\textbf{Q.} Can you apply the Lorentzian to all of $\Omega$?

\textbf{A.} Not in this simple form. The smooth part grows as $\mu^2$, and the second moment of a Lorentzian diverges. The convolution is applied to the oscillating part; the smooth part needs a realistic line shape in the far tails.

\textbf{Q.} What about a three-dimensional metal, where the mass varies from slice to slice?

\textbf{A.} Each wave vector $q$ along the field labels a layer. Near a maximal orbit, $F(q)\simeq F_0-\tfrac12|F''|q^2$. With $a=\pi p|F''|/B$ and $\int e^{-iaq^2}dq=\sqrt{\pi/a}\,e^{-i\pi/4}$,
\begin{equation}
\int\cos\frac{2\pi pF(q)}{B}\,dq\simeq
\sqrt{\frac{B}{p|F''|}}\,
\cos\left(\frac{2\pi pF_0}{B}-\frac{\pi}{4}\right).
\end{equation}
A minimum gives $+\pi/4$. The slices that contribute lie within about $a^{-1/2}$ of the extremum, so a slowly varying reduction factor may be evaluated there. I tested this for the thermal factor with a mass growing by 30\% from the extremum to the ends, at $F_0/B$ between 400 and 401. The error is below $10^{-4}$ of the extremal amplitude. This small value relies on $F$ falling to zero at the ends of the range: the leading end-point term is proportional to the sine of the phase there, which vanishes. Ends with a general phase would contribute about 1\% at this $F_0/B$. Close to a spin zero the leading term itself vanishes, and the small variation of $R_S$ between slices can then matter.

\section{What a zero says}

\textbf{Q.} Suppose the fundamental vanishes at one field direction. Then $gm^*/m_e$ is known up to odd integers, correct?

\textbf{A.} That wording needs repair. Since $R_T$ and $R_D$ are positive, a zero of the product $R_TR_DR_S$ requires
\begin{equation}
\cos\frac{\pi s}{2}=0\quad\Longleftrightarrow\quad s=2l+1,
\end{equation}
with $l$ an integer. The value is an odd integer, but which one is unknown. Two candidates differ by an even integer, and the sign is open as well.

\textbf{Q.} Surely a full waveform distinguishes $s=1$ from $s=3$. The splitting is three times larger.

\textbf{A.} Look at the levels in units of $\hbar\omega_c$. They are $n+\tfrac12\pm s/4$. For $s=1$ they sit at $n+\tfrac14$ and $n+\tfrac34$. For $s=3$ they sit at $n-\tfrac14$ and $n+\tfrac54$. Away from the band bottom these are the same set, with a new assignment of spins. The computed signals for $s=1,3,5$ differ by about $10^{-6}$ in units of the smooth density of states per spin.

This set has half the original spacing, so all odd harmonics vanish. The second survives with $R_S=\cos\pi s=-1$. For $s=3$ its reduced amplitude is $-0.0544$, which is $-R_TR_D$ at $p=2$. A spin zero is a loss of the fundamental, not of the oscillation.

\textbf{Q.} And if the amplitude is not zero?

\textbf{A.} Replacing $s$ by $-s$ exchanges the spins and leaves $R_S$ unchanged. Replacing $s$ by $s+2$ gives
\begin{equation}
\cos\left(\frac{\pi ps}{2}+\pi p\right)=(-1)^p\cos\frac{\pi ps}{2}.
\end{equation}
This is a shift of the pattern by half a period; all harmonic magnitudes stay the same. In the example, $s=0.4$, 1.6, 2.4 and 3.6 all give a fundamental of magnitude 0.2212 and a second harmonic of 0.0168. With the factor $(-1)^p$ taken out, the fundamental is positive for 0.4 and 3.6 and negative for 1.6 and 2.4. If the level offset is known to be $\tfrac12$, as in this model, the absolute phase therefore reduces the ambiguity to $s$ modulo 4, up to sign. In a band with a Berry phase of $\pi$ the offset is different, and this too shifts the pattern by half a period.

\section{Tilting the field}

\textbf{Q.} Then the quantity seems out of reach.

\textbf{A.} At one direction, yes, if oscillations far above the band bottom are the only evidence. In a layered metal, tilting the field by $\theta$ supplies more. Let the orbits respond only to the normal component $B\cos\theta$, and let an isotropic $g$ make the Zeeman energy depend on the full field. Then $\hbar\omega_c\propto\cos\theta$ while $\Delta$ is constant, so
\begin{equation}
s(\theta)=\frac{s_0}{\cos\theta}.
\end{equation}
Take $s_0>0$. If the first zero met on tilting from the normal is at $\theta_1$, then $s_0=j\cos\theta_1$ with $j$ odd. No earlier odd integer may have been crossed, so $j-2<s_0$, or
\begin{equation}
j(1-\cos\theta_1)<2.
\end{equation}
The level sums put the first zero at $43.95^\circ$, where $\cos\theta_1=0.7200$. Hence $j<2/0.28=7.1$, and four candidates remain:
\begin{center}
\begin{tabular}{ccc}
$j$ & $s_0$ & next zero\\
1 & 0.72 & $76.1^\circ$\\
3 & 2.16 & $64.4^\circ$\\
5 & 3.60 & $59.1^\circ$\\
7 & 5.04 & $55.9^\circ$
\end{tabular}
\end{center}

\textbf{Q.} So the second zero decides?

\textbf{A.} Yes. At the next zero $s=j+2$, so $j\cos\theta_1=(j+2)\cos\theta_2$. Collecting the terms in $j$ gives
\begin{equation}
j=\frac{2\cos\theta_2}{\cos\theta_1-\cos\theta_2}.
\end{equation}
The second zero is at $59.05^\circ$, with $\cos\theta_2=0.5143$:
\begin{equation}
j=\frac{2(0.5143)}{0.7200-0.5143}=5.00,\qquad
s_0=5(0.7200)=3.60 .
\end{equation}
In this model the temperature dependence of the amplitude can supply $m^*/m_e=1.5$, and division gives $|g|=2.40$. In a real metal, coupling to phonons raises the mass seen in the temperature dependence but cancels in the ratio $\Delta/\hbar\omega_c$. The same division then gives too small a $|g|$, unless the phonon enhancement is first removed from the mass. Exchange between electrons acts the other way: it enlarges $\Delta$, so the value recovered in a real metal is an effective $g$ that includes this enhancement. The sign of $g$ is still undetermined.

\textbf{Q.} What if I overlook a zero?

\textbf{A.} The formula assumes consecutive zeros. If you missed the second and used the third, at $66.42^\circ$ with cosine 0.4000, you would find $j=0.8/0.32=2.5$. That is not an odd integer, so here the mistake shows. The opposite mistake is to count a zero that is not due to spin. The model has no hopping between layers. A real layered metal has an interlayer dispersion $-2t\cos k_zd$, which is one more spread of energies in Eq.~(\ref{lemma}) and gives, at $\theta=0$, the factor $J_0(4\pi pt/\hbar\omega_c)$. For $p=1$ it vanishes at $t=2.405\,\hbar\omega_c/4\pi$, only 0.3~meV in the example, and on tilting it can vanish at further angles. Such nodes move when the field strength changes, whereas the spin zeros of the model stay at fixed angles. The table also indicates the precision required: for $j=5$ and $j=7$ the next zeros are about $3^\circ$ apart. Since the first angle has an error too, both angles should be known to better than about $1^\circ$ here.

\section{Where the product breaks down}

\textbf{Q.} Must the measured amplitude really reach zero?

\textbf{A.} Only if both spins oscillate equally strongly. If the lifetime depends on spin, let the fundamental amplitudes be $a_\uparrow$ and $a_\downarrow$. For a relative phase $\pi s$, the magnitude of the averaged fundamental is
\begin{equation}
\frac12\left|a_\uparrow e^{i\pi s/2}+a_\downarrow e^{-i\pi s/2}\right|
=\frac12\sqrt{a_\uparrow^2+a_\downarrow^2+2a_\uparrow a_\downarrow\cos\pi s}.
\end{equation}
At odd $s$ this equals $\tfrac12|a_\uparrow-a_\downarrow|$: a minimum instead of a zero. Masses that depend on spin do more. In the parabolic model at fixed $\mu$ they give the two spins different frequencies, so the relative phase is no longer $\pi s$ and changes with field.

\textbf{Q.} And the fixed chemical potential?

\textbf{A.} It is essential to the lemma. In an isolated layer with fixed density, $\mu$ itself oscillates. The phase then contains $2\pi p\,\delta\mu/\hbar\omega_c$, where $\delta\mu$ carries the same harmonics as the signal. Expanding the cosine produces products of harmonics; two fundamentals, for example, feed the second harmonic. The amplitudes are then no longer simple products of $R_T$, $R_D$ and $R_S$. The treatment also leaves out tunnelling between orbits, and it requires $k_BT$, $\Gamma$ and $\hbar\omega_c$ to be small compared with $\mu$. In the example $\mu=77.18$~meV, so these three inequalities are well met. A fixed $\mu$ is a separate assumption and needs a reservoir, such as another band. Without one, the expansion to second order replaces the reduced second harmonic $R_2$ of the magnetization by $R_2-2R_1^2$, which turns $+0.0168$ into about $-0.08$ in the example. The zeros at odd $s$ remain, because the ladder still has half the spacing there. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
frequency F = 1000 T, field B = 20 T, F/B = 50.0
m*/m_e = 1.5, g = 2.4, s0 = g m*/m_e = 3.60
temperature T = 1.0 K, Dingle temperature T_D = 1.0 K
hbar w_c at zero tilt = 1.5436 meV
chemical potential = 77.18 meV
k T = 0.08617 meV
level half-width Gamma = 0.2707 meV
lifetime tau = 1.2157 ps
Zeeman splitting g muB B = 2.7784 meV
Zeeman splitting / hbar w_c = 1.8000
X for p=1 at zero tilt = 1.1020
p=1: R_T = 0.8230, R_D = 0.3322, R_S = 0.8090
p=1: product = 0.22120, level sum = 0.22120
p=2: R_T = 0.4925, R_D = 0.1104, R_S = 0.3090
p=2: product = 0.01680, level sum = 0.01680
tilt 30 deg, p=1: product = 0.21018, level sum = 0.21018
tilt 50 deg, p=1: product = -0.09303, level sum = -0.09303
grand potential, largest error = 2.3e-12 (eB/h) hbar w_c
magnetization, error / peak of leading formula = 0.0072
k_z slices, error / extremal-orbit amplitude = 0.0000
s=1,3,5: largest difference of signals = 1.4e-06
s=3: reduced harmonic p=1 = 3.3e-07, p=2 = -0.05435
s=0.4: reduced harmonic p=1 = 0.22120, p=2 = 0.01680
s=1.6: reduced harmonic p=1 = -0.22120, p=2 = 0.01680
s=2.4: reduced harmonic p=1 = -0.22120, p=2 = 0.01680
s=3.6: reduced harmonic p=1 = 0.22120, p=2 = 0.01680
spin zero 1: theta = 43.946 deg, cos = 0.72000, s0/cos = 5.0000
spin zero 2: theta = 59.050 deg, cos = 0.51429, s0/cos = 7.0000
spin zero 3: theta = 66.422 deg, cos = 0.40000, s0/cos = 9.0000
reduced harmonic p=2 at spin zero 1 = -0.01346
odd integer 1: s0 = 0.7200, next zero at 76.11 deg
odd integer 3: s0 = 2.1600, next zero at 64.41 deg
odd integer 5: s0 = 3.6000, next zero at 59.05 deg
odd integer 7: s0 = 5.0400, next zero at 55.94 deg
odd integer from zeros 1 and 2 = 5.0000
recovered s0 = 3.6000, g = 2.4000
\end{verbatim}
